# Voltage gain and relaxation time of a ferroelectric-dielectric stack: a program that tests the result

```python
# Result under test: a stabilized ferroelectric-dielectric stack with Khalatnikov
# damping has tau = rho*t_f*C_d*A0, hence A0/tau = 1/(rho*t_f*C_d), whatever the
# Landau stiffness or bias. A0 = static gain dV_d/dV, tau = relaxation time,
# rho = damping, t_f = ferroelectric thickness, C_d = dielectric capacitance/area.
# Ferroelectric field: E = -a*P + b*P^3 + rho*dP/dt, with a > 0. SI units inside.
import numpy as np
from scipy.constants import epsilon_0, k as k_B, hbar, m_e, e, c
from scipy.integrate import solve_ivp
from scipy.linalg import solve_banded
from scipy.optimize import brentq

nm = 1e-9
T_F, T_D = 12 * nm, 2 * nm
EPS_D, EPS_B, EPS_X = 300.0, 30.0, 300.0   # relative permittivities
A_L, P_S, RHO = 5.0e7, 0.20, 0.01          # m/F, C/m^2, ohm m
B_L = A_L / P_S**2
GRAD = 1.0e-10                             # gradient coefficient, m^3/F
AREA, R_LEAD, TEMP = 1e-12, 50.0, 300.0
CURIE = 1.5e5                              # Curie constant, K
LAMBDA_EL = 0.01 * nm                      # effective screening length
MODE_WAVENUMBER = 1000.0                   # polar-mode plasma wavenumber, 1/cm
BARRIER_EV = 1.0
C_D = epsilon_0 * EPS_D / T_D


def close(x, y, tol):
    return abs(x - y) <= tol * abs(y)


def energy(P, V, a, t_f=T_F, c_d=C_D):
    landau = -a * P * P / 2 + B_L * P * P * P * P / 4
    return t_f * landau + P * P / (2 * c_d) - V * P


def slope(P, V, a, t_f=T_F, c_d=C_D):
    """Derivative of the energy by a complex step."""
    return np.imag(energy(P + 1e-30j, V, a, t_f, c_d)) / 1e-30


def equilibrium(V, a, t_f=T_F, c_d=C_D):
    return brentq(lambda P: slope(P, V, a, t_f, c_d), -0.01, 1.0, xtol=1e-15)


def simulate(a, t_f=T_F, c_d=C_D, bias=0.0, step=1e-6):
    """Gain and time to reach 1-1/e of the response to a voltage step."""
    p0 = equilibrium(bias, a, t_f, c_d)
    p1 = equilibrium(bias + step, a, t_f, c_d)
    target = p0 + (1 - np.exp(-1)) * (p1 - p0)

    def rate(t, y):
        return -slope(y, bias + step, a, t_f, c_d) / (RHO * t_f)

    def reached(t, y):
        return y[0] - target
    reached.terminal = True
    sol = solve_ivp(rate, (0, 1e-6), [p0], method="DOP853", events=reached,
                    rtol=1e-10, atol=1e-14)
    return (p1 - p0) / (c_d * step), sol.t_events[0][0], p0


def circuit_gain(w, a, eps_b=0.0, r=0.0, inv_ce=0.0):
    """Solve polarization, charge and voltage equations at frequency w."""
    matrix = np.array([[(1j * w * RHO - a) * T_F, -1, 0],
                       [1, eps_b / T_F, -1],
                       [0, 1, 1 / C_D + inv_ce + 1j * w * r]], dtype=complex)
    return np.linalg.solve(matrix, np.array([0, 0, 1], dtype=complex))[2] / C_D


def crossing(level, a, **kw):
    f = lambda x: abs(circuit_gain(np.exp(x), a, **kw)) - level
    return np.exp(brentq(f, np.log(1e5), np.log(1e14), xtol=1e-12))


def corner(a, **kw):
    a0 = abs(circuit_gain(0.0, a, **kw))
    return a0, crossing(a0 / np.sqrt(2), a, **kw)


print("INPUTS")
print(f"t_f = {T_F/nm:.0f} nm, t_d = {T_D/nm:.0f} nm")
print(f"eps_d = {EPS_D:.0f}, eps_b = {EPS_B:.0f}, eps_x = {EPS_X:.0f} (relative)")
print(f"a = {A_L:.2e} m/F, b = {B_L:.2e} m^5/(F C^2)")
print(f"P_s = {P_S*100:.0f} uC/cm2, rho = {RHO:.3f} ohm m")
e_c = 2 / (3 * np.sqrt(3)) * A_L * P_S
p_grid = np.linspace(0, P_S, 20001)
assert close(np.max(A_L * p_grid - B_L * p_grid**3), e_c, 1e-6)
print(f"intrinsic coercive field = {e_c/1e8:.4f} MV/cm")

# Main example
C_F = 1 / (A_L * T_F)
K = 1 / C_D - A_L * T_F
gain0, tau0 = C_F / (C_F - C_D), RHO * T_F / K
product = 1 / (RHO * T_F * C_D)
g_sim, t_sim, _ = simulate(A_L)
assert close(g_sim, gain0, 1e-3) and close(t_sim, tau0, 1e-3)
g_circ, w_circ = corner(A_L)
assert close(w_circ, 1 / tau0, 1e-6)
assert close(g_circ * w_circ, product, 1e-6)
w_unity = crossing(1.0, A_L)
assert close(w_unity, np.sqrt(gain0**2 - 1) / tau0, 1e-6)
print("MAIN RESULT (polarization charge only)")
print(f"C_d = {C_D*100:.2f}, |C_f| = {C_F*100:.2f} uF/cm2")
print(f"matching C_d/|C_f| = {C_D/C_F:.4f}, K = {K:.4f} m2/F")
print(f"static gain = {g_sim:.3f}")
print(f"rho t_f C_d = {RHO*T_F*C_D*1e9:.4f} ns, tau = {t_sim*1e9:.4f} ns")
print(f"bandwidth = {w_circ/(2*np.pi)/1e6:.1f} MHz")
print(f"gain x bandwidth = {g_circ*w_circ/(2*np.pi)/1e6:.1f} MHz")
print(f"unity-gain frequency = {w_unity/(2*np.pi)/1e6:.1f} MHz")

print("STIFFNESS SWEEP: a (m/F), gain, tau (ns), gain/(2 pi tau) (MHz)")
for a in (2.5e7, 4e7, 5e7, 5.5e7, 6e7):
    g, t, _ = simulate(a)
    assert close(g / t, product, 1e-3)
    print(f"{a:.2e} {g:7.3f} {t*1e9:7.4f} {g/t/(2*np.pi)/1e6:7.1f}")

print("BIAS SWEEP: V (mV), P0 (uC/cm2), gain, tau (ns), product (MHz)")
for bias in (0.0, 0.010, 0.020):
    g, t, p0 = simulate(A_L, bias=bias)
    local_K = K + 3 * B_L * T_F * p0**2
    assert close(g, 1 / (C_D * local_K), 1e-3) and close(g / t, product, 1e-3)
    print(f"{bias*1e3:4.0f} {p0*100:6.3f} {g:6.3f} {t*1e9:7.4f} "
          f"{g/t/(2*np.pi)/1e6:7.1f}")

print("THICKNESS SWEEP: t_f (nm), gain, tau (ns), product (MHz)")
for thickness in (6 * nm, 9 * nm, 12 * nm, 14 * nm):
    g, t, _ = simulate(A_L, t_f=thickness)
    match = C_D * A_L * thickness
    assert close(t, RHO / A_L * (g - 1), 1e-3)
    assert close(g / t, A_L / (RHO * match), 1e-3)
    print(f"{thickness/nm:4.0f} {g:7.3f} {t*1e9:7.4f} {g/t/(2*np.pi)/1e6:7.1f}")
# The same thickness law when the dielectric is the layer that is changed
for t_d in (2.2 * nm, 3 * nm):
    cd = epsilon_0 * EPS_D / t_d
    g, t, _ = simulate(A_L, c_d=cd)
    assert close(t, RHO / A_L * (g - 1), 1e-3)
print(f"near-matching limit a/(2 pi rho) = {A_L/RHO/(2*np.pi)/1e6:.1f} MHz")

# Loss of stability: one stationary state below the limit, three above it
states = np.linspace(-0.3, 0.3, 600)
a_limit = 1 / (T_F * C_D)
for a, expected in ((0.97 * a_limit, 1), (1.03 * a_limit, 3)):
    signs = np.sign(slope(states, 0.0, a))
    assert np.count_nonzero(np.diff(signs)) == expected
print(f"stability limit of a = {a_limit:.3e} m/F")

# Background permittivity
eps_b = epsilon_0 * EPS_B
C_B = eps_b / T_F
S = C_B + C_D


def free_rate(a):
    """Relative rate of change of P at zero applied voltage."""
    field, _ = np.linalg.solve([[-eps_b / T_F, 1], [1, 1 / C_D]], [1, 0]) / T_F
    return (field + a) / RHO


a_limit_b = 1 / (T_F * S)
assert free_rate(0.99 * a_limit_b) < 0 < free_rate(1.01 * a_limit_b)
print("WITH BACKGROUND: a, gain, tau (ns), relaxing product, full product (MHz)")
for a in (2.5e7, 5e7, 6e7):
    a0, w3 = corner(a, eps_b=eps_b)
    a_inf = abs(circuit_gain(1e18, a, eps_b=eps_b))
    tau = -1 / free_rate(a)
    assert close(tau, RHO * T_F * S / (1 - a * T_F * S), 1e-9)
    assert close(a_inf, C_B / S, 1e-6)
    assert close((a0 - a_inf) / tau, C_D / (RHO * T_F * S**2), 1e-6)
    w = 0.7 / tau
    formula = a_inf + (a0 - a_inf) / (1 + 1j * w * tau)
    assert abs(circuit_gain(w, a, eps_b=eps_b) - formula) < 1e-6 * a0
    print(f"{a:.2e} {a0:7.3f} {tau*1e9:7.4f} "
          f"{(a0-a_inf)/tau/(2*np.pi)/1e6:7.1f} {a0*w3/(2*np.pi)/1e6:7.1f}")
print(f"C_b = {C_B*100:.2f} uF/cm2, instantaneous gain = {C_B/S:.4f}")

print("OTHER NEGLECTED EFFECTS")
for step in (0.001, 0.010):
    g, t, _ = simulate(A_L, step=step)
    print(f"{step*1e3:.0f} mV step: gain {g:.3f}, 1-1/e time {t*1e9:.4f} ns, "
          f"E_d {g*step/T_D/1e8:.4f} MV/cm")
r_area = R_LEAD * AREA
g, w = corner(A_L, r=r_area)
assert close(g * w, 1 / ((RHO * T_F + r_area) * C_D), 1e-6)
print(f"{R_LEAD:.0f} ohm lead, {AREA*1e12:.0f} um2: product "
      f"{g*w/(2*np.pi)/1e6:.1f} MHz")
inv_ce = 2 * LAMBDA_EL / epsilon_0
g, w = corner(A_L, inv_ce=inv_ce)
assert close(g * w, product, 1e-6)
assert close(g, 1 / (C_D * (K + inv_ce)), 1e-9)
print(f"two electrodes, screening {LAMBDA_EL/nm:.3f} nm each: gain {g:.3f}")
print(f"  with product {g*w/(2*np.pi)/1e6:.1f} MHz")
lam_half = K * epsilon_0 / 2
assert close(abs(circuit_gain(0, A_L, inv_ce=2*lam_half/epsilon_0)), gain0/2, 1e-9)
print(f"screening length per electrode that halves gain = {lam_half/nm:.5f} nm")
da_dT = 1 / (epsilon_0 * CURIE)
g_warm, g_cool = simulate(A_L - 5 * da_dT)[0], simulate(A_L + 5 * da_dT)[0]
print(f"Curie constant {CURIE:.1e} K: da/dT = {da_dT:.2e} m/(F K)")
print(f"gain 5 K warmer {g_warm:.3f}, 5 K cooler {g_cool:.3f}")
print(f"cooling that ends stability = {(a_limit-A_L)/da_dT:.1f} K")
omega_p = 2 * np.pi * c * MODE_WAVENUMBER * 100
inertia = 1 / (epsilon_0 * omega_p**2)
print(f"inertial time ({MODE_WAVENUMBER:.0f} cm-1 mode) = {inertia/RHO*1e15:.3f} fs")

# Thermal noise from the Boltzmann weight of the nonlinear energy
p = np.linspace(-3e-3, 3e-3, 12001)
weight = np.exp(-AREA * energy(p, 0.0, A_L) / (k_B * TEMP))
p_rms = np.sqrt(np.sum(p**2 * weight) / np.sum(weight))
assert close(p_rms, np.sqrt(k_B * TEMP / (AREA * K)), 0.01)
print(f"thermal noise of V_d at {TEMP:.0f} K = {p_rms/C_D*1e3:.4f} mV rms")
kappa = np.sqrt(2 * m_e * BARRIER_EV * e) / hbar
logs = [-2 * kappa * d / np.log(10) for d in (T_D, T_D + T_F)]
print(f"log10 tunnelling factor ({BARRIER_EV:.0f} eV, free mass): "
      f"dielectric {logs[0]:.1f}, stack {logs[1]:.1f}")


# Domain formation: depolarization stiffness of a stripe of wavevector q
def depolarization(q):
    ferro = np.sqrt(EPS_X * EPS_B) / np.tanh(q * T_F * np.sqrt(EPS_X / EPS_B))
    diel = EPS_D / np.tanh(q * T_D)
    return 1 / (epsilon_0 * T_F * q * (ferro + diel))


def depolarization_grid(q, h=0.02):
    """Finite-volume Poisson solution, lengths in nm, unit interface charge."""
    n_f, n_d = round(T_F / nm / h), round(T_D / nm / h)
    face = np.r_[np.full(n_f, EPS_B), np.full(n_d, EPS_D)]
    lateral = np.r_[np.full(n_f, EPS_X), np.full(n_d, EPS_D)]
    q_nm = q * nm
    diagonal = ((face[:-1] + face[1:]) / h
                + q_nm**2 * h * (lateral[:-1] + lateral[1:]) / 2)
    bands = np.zeros((3, len(diagonal)))
    bands[1] = diagonal
    bands[0, 1:] = bands[2, :-1] = -face[1:-1] / h
    source = np.zeros(len(diagonal))
    source[n_f - 1] = 1.0
    potential = solve_banded((1, 1), bands, source)[n_f - 1]
    return potential / (T_F / nm) / epsilon_0


for q in (0.05 / nm, 0.3 / nm, 0.8 / nm):
    assert close(depolarization(q), depolarization_grid(q), 2e-3)
assert close(depolarization(1e-4 / nm), a_limit_b, 1e-4)
q = np.linspace(0.005, 5, 20000) / nm
stiffness = -A_L + GRAD * q**2 + depolarization(q)
g_critical = np.max((A_L - depolarization(q)) / q**2)
softest = np.argmin(stiffness)
assert stiffness[softest] > 0 and GRAD > g_critical
print(f"gradient coefficient: used {GRAD:.2e}, needed {g_critical:.2e} m3/F")
print(f"stiffness: uniform {a_limit_b-A_L:.3e}, softest {stiffness[softest]:.3e} m/F")
print(f"softest stripe period = {2*np.pi/q[softest]/nm:.1f} nm")
print("success")
```

Running it gives:

```
INPUTS
t_f = 12 nm, t_d = 2 nm
eps_d = 300, eps_b = 30, eps_x = 300 (relative)
a = 5.00e+07 m/F, b = 1.25e+09 m^5/(F C^2)
P_s = 20 uC/cm2, rho = 0.010 ohm m
intrinsic coercive field = 0.0385 MV/cm
MAIN RESULT (polarization charge only)
C_d = 132.81, |C_f| = 166.67 uF/cm2
matching C_d/|C_f| = 0.7969, K = 0.1529 m2/F
static gain = 4.923
rho t_f C_d = 0.1594 ns, tau = 0.7846 ns
bandwidth = 202.8 MHz
gain x bandwidth = 998.6 MHz
unity-gain frequency = 977.8 MHz
STIFFNESS SWEEP: a (m/F), gain, tau (ns), gain/(2 pi tau) (MHz)
2.50e+07   1.662  0.2649   998.6
4.00e+07   2.759  0.4397   998.6
5.00e+07   4.923  0.7846   998.6
5.50e+07   8.101  1.2912   998.6
6.00e+07  22.858  3.6431   998.6
BIAS SWEEP: V (mV), P0 (uC/cm2), gain, tau (ns), product (MHz)
   0 -0.000  4.923  0.7846   998.6
  10  5.177  2.752  0.4386   998.6
  20  8.019  1.702  0.2713   998.6
THICKNESS SWEEP: t_f (nm), gain, tau (ns), product (MHz)
   6   1.662  0.1325  1997.2
   9   2.485  0.2971  1331.5
  12   4.923  0.7846   998.6
  14  14.223  2.6445   856.0
near-matching limit a/(2 pi rho) = 795.8 MHz
stability limit of a = 6.274e+07 m/F
WITH BACKGROUND: a, gain, tau (ns), relaxing product, full product (MHz)
2.50e+07   1.670  0.2724   966.1   975.8
5.00e+07   5.198  0.8535   966.1   969.2
6.00e+07  35.385  5.8263   966.1   966.6
C_b = 2.21 uF/cm2, instantaneous gain = 0.0164
OTHER NEGLECTED EFFECTS
1 mV step: gain 4.903, 1-1/e time 0.7796 ns, E_d 0.0245 MV/cm
10 mV step: gain 3.898, 1-1/e time 0.5608 ns, E_d 0.1949 MV/cm
50 ohm lead, 1 um2: product 704.9 MHz
two electrodes, screening 0.010 nm each: gain 0.312
  with product 998.6 MHz
screening length per electrode that halves gain = 0.00068 nm
Curie constant 1.5e+05 K: da/dT = 7.53e+05 m/(F K)
gain 5 K warmer 3.801, 5 K cooler 6.987
cooling that ends stability = 16.9 K
inertial time (1000 cm-1 mode) = 0.318 fs
thermal noise of V_d at 300 K = 0.1239 mV rms
log10 tunnelling factor (1 eV, free mass): dielectric -8.9, stack -62.3
gradient coefficient: used 1.00e-10, needed 4.61e-11 m3/F
stiffness: uniform 1.172e+07, softest 6.836e+06 m/F
softest stripe period = 24.2 nm
success
```
